Band-electron orbits in a magnetic field and the cyclotron mass

An electron of charge −e, with e > 0, moves in a single crystal band of energy ε(k). A uniform, static magnetic field B = B n is applied, where n is a unit vector and B > 0. There is no electric field. The electron is described by a wave packet with mean position r and mean wave vector k, which obey the semiclassical equations in SI units:

dr/dt = v, with v = (1/ħ) ∇ε(k)

ħ dk/dt = −e v × B

Here ∇ is the gradient with respect to k. These equations leave out scattering, transitions to other bands, the Berry curvature of the band and the orbital magnetic moment of the packet. The function ε(k) is smooth and periodic in k. When an orbit crosses a zone boundary, k is followed continuously into the next zone and is not folded back.

A vector is split into a part along the field and a part normal to it: k∥ = n·k, r∥ = n·r, v⊥ = v − n(n·v), and likewise for r⊥ and ∇⊥ε. "Counterclockwise" means as seen by an observer towards whom B points. With this convention, n × u is the vector u turned by +90° if u is normal to n.

**(a) Find two quantities that stay constant during the motion, and describe the curve on which k moves.**

Solution. The energy changes at the rate

dε/dt = ∇ε · dk/dt = ħ v · dk/dt = −e v · (v × B) = 0,

because v × B is normal to v. The component of k along the field changes at the rate

dk∥/dt = n · dk/dt = −(eB/ħ) n · (v × n) = 0,

because v × n is normal to n.

The first result confines k to a surface of constant energy, and the second confines it to a plane normal to B. The orbit therefore lies on the curve in which the surface and the plane meet, that is, on a plane section of the constant-energy surface. If the section has several separate pieces, k stays on the piece where it started, since it moves continuously.

The field strength does not enter the shape of this curve. It sets how fast the curve is traversed.

**(b) Show how the path in real space follows from the path in k-space.**

Solution. Take the cross product of n with the force equation:

ħ n × dk/dt = −eB n × (v × n).

The double cross product is

n × (v × n) = v (n·n) − n (n·v) = v⊥.

Since v⊥ = dr⊥/dt, this gives

dr⊥/dt = −(ħ/eB) n × dk/dt.

The factor ħ/(eB) and the vector n are constant, so both sides can be integrated from the starting time. With Δ for the change since then,

Δr⊥ = −(ħ/eB) n × Δk.

By (a), Δk is normal to n, so n × Δk is Δk turned by +90°, and the minus sign makes the turn −90°. The path in real space, projected on the plane normal to B, is thus the k-space orbit turned clockwise by 90° and multiplied by ħ/(eB). This factor has the unit of an area, as it must to convert an inverse length into a length.

With in-plane unit vectors e₁ and e₂ chosen so that e₁ × e₂ = n, we have n × e₁ = e₂ and n × e₂ = −e₁. The components are then

Δr₁ = (ħ/eB) Δk₂, Δr₂ = −(ħ/eB) Δk₁.

The statement concerns the projection. The electron may also move along B, which is the subject of part (f). Nothing here required the orbit to close, so the relation holds for open orbits too.

If the k-orbit is closed and encloses the area A, the projected path encloses (ħ/eB)² A. This allows an estimate of when the description by a packet makes sense. An orbit that is not strongly elongated has a width of order √A in k-space and (ħ/eB)√A in real space. A packet whose widths in position and wave vector have a product of order one can be narrow compared with both if

(ħ/eB) A ≫ 1.

The condition fails for small orbits in strong fields.

**(c) Let the orbit be closed, with ∇⊥ε nonzero everywhere on it. Find the sense in which it is traversed, and write its period as an integral around the curve.**

Solution. Insert v = ∇ε/ħ into the force equation and reverse the order of the cross product:

dk/dt = −(eB/ħ²) ∇ε × n = (eB/ħ²) n × ∇⊥ε.

The part of ∇ε along n has dropped out because n × n = 0.

In the plane of the orbit, ∇⊥ε is normal to the curve, since ε is constant along it. It is continuous and does not vanish, so it points outward everywhere or inward everywhere. Define

s = +1 if ∇⊥ε points outward (the energy is lower just inside the curve),

s = −1 if ∇⊥ε points inward (the energy is higher just inside the curve).

The first case is called an electron orbit and the second a hole orbit. Turning an outward normal by +90° gives the counterclockwise tangent. Electron orbits are therefore traversed counterclockwise and hole orbits clockwise. The projected path in real space has the same sense, because a rotation followed by a positive scaling does not reverse a curve. In both cases the moving particle has charge −e. The opposite sense of the hole orbit comes from the band, through the direction of ∇⊥ε.

The speed in k-space is

|dk/dt| = (eB/ħ²) |∇⊥ε|.

An element of length dl takes the time dl/|dk/dt|, so the period is

T = (ħ²/eB) ∮ dl/|∇⊥ε|.

The integrand is finite under the stated condition, and so is T.

**(d) Express the integral through the area A > 0 enclosed in k-space. Then define a cyclotron mass m_c by comparison with a free electron, and say where the result fails.**

Solution. Keep k∥ fixed and raise the energy from E to E + dE. Each point of the section moves along its outward in-plane normal by a distance dw. Along this normal the energy has slope s|∇⊥ε|, so

s |∇⊥ε| dw = dE, hence dw = s dE/|∇⊥ε|.

To first order the area grows by the sum of the strips dw dl. Therefore

(∂A/∂E) at fixed k∥ = s ∮ dl/|∇⊥ε|.

The integral is positive, so it equals |∂A/∂E|, and the period becomes

T = (ħ²/eB) |∂A/∂E|.

A free electron of mass m has ε = ħ²k²/(2m), and so ∇⊥ε = ħ²k⊥/m. Its orbit is a circle of radius |k⊥| and length 2π|k⊥|. The integral from (c) gives

T = (ħ²/eB) · 2π|k⊥| · m/(ħ²|k⊥|) = 2πm/(eB).

For a band electron we define |m_c| by the same relation, T = 2π|m_c|/(eB), and give m_c the sign s. Equating the two expressions for T,

2π|m_c|/(eB) = (ħ²/eB) |∂A/∂E|.

The factor eB cancels. Since ∂A/∂E also has the sign s,

m_c = (ħ²/2π) (∂A/∂E) at fixed k∥.

The cyclotron mass belongs to a whole orbit, and not to a point of the band. It depends in general on E, on k∥ and on the direction of B, but not on the strength of B.

The result needs a closed orbit with ∇⊥ε nonzero everywhere on it. Two common cases break this condition. An open orbit runs on through the repeated zones without closing; it encloses no area and has no cyclotron mass. The second case is a section that passes through a saddle point of ε in the plane. There ∇⊥ε = 0, and near an ordinary saddle |∇⊥ε| grows in proportion to the distance l along the curve. The integral then behaves as ∫ dl/l and diverges logarithmically, so the electron approaches the saddle without reaching it in a finite time.

In a real crystal the electron completes such orbits only if T is short compared with the time between collisions and if it stays in its band. Where the orbit passes a small gap to another band, a strong field can carry it across (magnetic breakdown), and the single-band equations no longer apply.

**(e) Evaluate m_c near a band minimum, where the band is quadratic but anisotropic.**

Solution. Measure k and ε from the minimum and write

ε = (ħ²/2) k · M⁻¹ k,

where M⁻¹ is the symmetric, positive inverse-mass tensor. For k = κ₁e₁ + κ₂e₂ + k∥n this becomes

ε = (ħ²/2) (κᵀWκ + 2k∥ bᵀκ + c k∥²),

with W_ij = e_i · M⁻¹e_j, b_i = e_i · M⁻¹n and c = n · M⁻¹n. Completing the square with κ′ = κ + k∥W⁻¹b gives

ε = (ħ²/2) κ′ᵀWκ′ + ε₀, where ε₀ = (ħ²/2) k∥² (c − bᵀW⁻¹b).

At energy E the section is an ellipse. If w₁ and w₂ are the eigenvalues of W, its semi-axes are √[2(E − ε₀)/(ħ²w₁)] and √[2(E − ε₀)/(ħ²w₂)]. Their product times π is the area:

A = 2π(E − ε₀)/(ħ²√(w₁w₂)) = 2π(E − ε₀)/(ħ²√(det W)).

Since ε₀ does not depend on E, the formula of (d) gives

m_c = 1/√(det W).

In a quadratic band m_c therefore depends on the direction of B, through W, but not on E or k∥. For a free electron W is 1/m times the unit matrix, det W = 1/m², and m_c = m.

**(f) How far does the electron move along B during one period of a closed orbit?**

Solution. The displacement is the time integral of v∥ = (1/ħ) ∂ε/∂k∥. With dt = (ħ²/eB) dl/|∇⊥ε| from (c),

Δr∥ = (ħ/eB) ∮ (∂ε/∂k∥) dl/|∇⊥ε|.

This integral is also a change of area. Keep E fixed and move the plane by dk∥. For the energy on the section to stay the same, the outward shift dw must satisfy

s |∇⊥ε| dw + (∂ε/∂k∥) dk∥ = 0, hence dw = −s (∂ε/∂k∥) dk∥/|∇⊥ε|.

Summing dw dl around the curve gives

(∂A/∂k∥) at fixed E = −s ∮ (∂ε/∂k∥) dl/|∇⊥ε|.

Multiplying by −s and using s² = 1 isolates the integral, so that

Δr∥ = −s (ħ/eB) (∂A/∂k∥) at fixed E.

The drift vanishes where the area is stationary with respect to k∥. For a free electron A = 2πmE/ħ² − πk∥², so Δr∥ = 2πħk∥/(eB). This equals the constant velocity ħk∥/m times the period 2πm/(eB), as it should.

**(g) Apply the results to the model band**

ε = 2 Σᵢ tᵢ (1 − cos kᵢa), i = x, y, z,

**with a = 0.40 nm and t = (0.50, 0.30, 0.20) eV, in a field of 10 T along n = (1, 2, 2)/3. Treat an electron orbit at 0.40 eV and a hole orbit at 3.70 eV. Each lies in a plane displaced by 0.5/a = 1.25 nm⁻¹ along n from the centre of its pocket.**

Solution. The band runs from 0 at k = 0 to 4 eV at k = (π/a)(1, 1, 1). These two points are the pocket centres. Because cos(π + x) = −cos x, the energy at a displacement q from the top is 4 eV minus the energy at q from the bottom. The hole orbit is therefore the mirror image in energy of an electron orbit 0.30 eV above the bottom.

Both sections are closed. At 0.40 eV no single term of the sum can exceed 0.40 eV, which gives |kᵢa| ≤ π/2 for the smallest hopping and less for the others. The pocket is bounded, and ε is convex inside it. At the displaced centre, 1 − cos x ≤ x²/2 gives

ε ≤ Σᵢ tᵢ(kᵢa)² ≤ 0.50 eV × 0.5² = 0.125 eV.

The plane thus cuts through the interior of the pocket, also for an energy of 0.30 eV. A convex function has no stationary point in the plane above its minimum, so ∇⊥ε does not vanish on either section.

*Mass at the band bottom.* Expanding the cosine gives ε ≈ Σᵢ tᵢa²kᵢ², so the principal masses are mᵢ = ħ²/(2tᵢa²). They are 0.4762, 0.7937 and 1.1906 electron masses, with inverses 2.100, 1.260 and 0.840. Take e₁ = (2, 1, −2)/3 and e₂ = (−2, 2, −1)/3, for which e₁ × e₂ = n. In units of one over the electron mass,

W₁₁ = (4 × 2.100 + 1.260 + 4 × 0.840)/9 = 1.447

W₂₂ = (4 × 2.100 + 4 × 1.260 + 0.840)/9 = 1.587

W₁₂ = (−4 × 2.100 + 2 × 1.260 + 2 × 0.840)/9 = −0.467

det W = 1.447 × 1.587 − 0.467² ≈ 2.078 (2.077 if the inverse masses are not rounded)

The result of (e) is m_c = 1/√2.078 = 0.694 electron masses. Differentiating the areas of the full cosine band just above its bottom gives the same value to three digits.

*Electron orbit.* The section has A = 20.91 nm⁻² and ∂A/∂E = 65.09 eV⁻¹ nm⁻². The first principal mass fixes ħ²/m_e = 0.4762 × 2 × 0.50 eV × (0.40 nm)² = 0.0762 eV nm², where m_e is the electron mass. Hence

m_c/m_e = (0.0762/2π) × 65.09 = 0.789

T = 2πm_c/(eB) = 2.820 ps

The mass is larger than at the bottom. Part (e) showed that a quadratic band gives the same m_c for all E and k∥, so the increase is due to the terms beyond second order in the cosine band.

The scale factor is ħ/(eB) = 65.82 nm². Let the electron start at the point of the section that lies along +e₁ from the displaced centre. A quarter of a period later, Δk = (−1.6744, 2.5822) nm⁻¹ along e₁ and e₂. By (b),

Δr₁ = 65.82 × 2.5822 = 170.0 nm

Δr₂ = −65.82 × (−1.6744) = 110.2 nm

The projected path encloses 65.82² × 20.91 ≈ 9.06 × 10⁴ nm². The condition at the end of (b) is well satisfied, since (ħ/eB) A ≈ 1.4 × 10³.

*Hole orbit.* Here A = 14.49 nm⁻² and ∂A/∂E = −63.20 eV⁻¹ nm⁻²: the section shrinks as the energy rises towards the band top. The same arithmetic gives

m_c/m_e = (0.0762/2π) × (−63.20) = −0.766

T = 2π|m_c|/(eB) = 2.738 ps

The signed area swept in k-space is +20.91 nm⁻² for the electron orbit and −14.49 nm⁻² for the hole orbit, which confirms the opposite senses found in (c).

*Drift along B.* In one period the electron orbit advances by 344.9 nm and the hole orbit by −358.7 nm. By (f), these correspond to

∂A/∂k∥ = −344.9/65.82 = −5.24 nm⁻¹ (electron orbit, s = +1)

∂A/∂k∥ = −358.7/65.82 = −5.45 nm⁻¹ (hole orbit, s = −1)

Both sections shrink as the plane moves further from the pocket centre. The drifts are opposite because s differs.

The numerical check obtains each period in two separate ways: by integrating the force equation until k returns to its start, and by differentiating areas found without any dynamics. The two agree to all printed digits, 2.82001 ps and 2.73804 ps. The position, found by integrating the velocity over time, follows the turned and scaled k-orbit to better than 10⁻¹⁰ nm, on paths hundreds of nanometres across.

Computed values

```
lattice constant a = 0.40 nm
hoppings t = 0.50, 0.30, 0.20 eV
field B = 10.0 T along (1,2,2)/3
hbar/(eB) = 65.8212 nm^2
plane offset from pocket centre = 1.250 nm^-1
band top = 4.000 eV
principal masses at bottom = 0.4762, 0.7937, 1.1906 electron masses
bottom m_c, 1/sqrt(det W) = 0.69386 electron masses
m_c from areas at E = 0.0001 eV = 0.69388 electron masses
--- electron orbit, E = 0.40 eV
k-space area A = 20.9078 nm^-2
dA/dE = 65.0908 eV^-1 nm^-2
line integral dl/|grad_perp E| = 65.0908 eV^-1 nm^-2
m_c from dA/dE = 0.78939 electron masses
period from m_c = 2.82001 ps
period from time integration = 2.82001 ps
signed k-area from trajectory = 20.9078 nm^-2
signed real-space area = 90581.6 nm^2
(hbar/eB)^2 A = 90581.8 nm^2
quarter period: dk along e1, e2 = -1.6744, 2.5822 nm^-1
quarter period: dr along e1, e2 = 169.96, 110.21 nm
angle from dk to dr_perp = -90.0000 degrees
|dr_perp|/|dk| = 65.8212 nm^2
drift along B per period, from velocity = 344.890 nm
drift along B per period, from area = 344.890 nm
largest energy change = 3.0e-14 eV
largest change of n.k = 1.5e-15 nm^-1
largest misfit of rotated orbit = 4.7e-11 nm
--- hole orbit, E = 3.70 eV
k-space area A = 14.4945 nm^-2
dA/dE = -63.1987 eV^-1 nm^-2
line integral dl/|grad_perp E| = 63.1987 eV^-1 nm^-2
m_c from dA/dE = -0.76645 electron masses
period from m_c = 2.73804 ps
period from time integration = 2.73804 ps
signed k-area from trajectory = -14.4945 nm^-2
signed real-space area = -62796.4 nm^2
(hbar/eB)^2 A = 62796.5 nm^2
quarter period: dk along e1, e2 = -2.8461, -2.1588 nm^-1
quarter period: dr along e1, e2 = -142.09, 187.33 nm
angle from dk to dr_perp = -90.0000 degrees
|dr_perp|/|dk| = 65.8212 nm^2
drift along B per period, from velocity = -358.735 nm
drift along B per period, from area = -358.735 nm
largest energy change = 2.8e-14 eV
largest change of n.k = 2.4e-15 nm^-1
largest misfit of rotated orbit = 3.8e-11 nm
```
